# Nucleation barrier slope and critical size in amorphous-silicon annealing

## 1. Result and conditions

A crystal nucleus forms inside an amorphous solid. Let $g>0$ be the free energy released per atom that crystallizes, called the driving energy. If $W^*$ is the height of the nucleation barrier and $n^*$ is the number of atoms in the nucleus at the top of that barrier, then

$$
\left(\frac{\partial W^*}{\partial g}\right)_{\sigma,v}=-n^* .
\tag{1}
$$

The subscripts state the essential condition: the interface energy per area $\sigma$ and the atomic volume $v$ keep their values while $g$ is changed. A size-independent $\sigma$ gives simple closed formulas, but that property alone does not guarantee (1). An interface energy may be the same for all sizes and still change with $g$, and then (1) acquires another term, found in section 5.

The model has a sharp interface, a uniform crystal inside it and a uniform amorphous solid outside. The number of atoms $n$ is treated as continuous until section 4. Energies are in eV and lengths in nm, so $\sigma$ is in eV/nm² and $v$ in nm³. The derivative in (1) is an energy divided by an energy per atom, hence a number of atoms.

## 2. The barrier of a spherical nucleus

A sphere of radius $r$ contains $n=4\pi r^3/(3v)$ atoms and has area $A=4\pi r^2$. Crystallizing $n$ atoms releases $gn$, while creating the interface costs $\sigma A$. The work of formation is therefore

$$
W=-gn+\sigma A .
\tag{2}
$$

To write the area in terms of $n$, solve the first relation for the radius, $r=(3vn/4\pi)^{1/3}$. Then

$$
A=4\pi\left(\frac{3vn}{4\pi}\right)^{2/3}
=(36\pi)^{1/3}v^{2/3}n^{2/3},
$$

because $(4\pi)^3(3/4\pi)^2=36\pi$. With $a=(36\pi)^{1/3}\sigma v^{2/3}$,

$$
W(n,g)=-gn+an^{2/3}.
\tag{3}
$$

The coefficient $a$ does not contain $g$. For small $n$ the surface term is larger and $W$ rises; for large $n$ the bulk term wins and $W$ falls. At the stationary point between them,

$$
\frac{\partial W}{\partial n}=-g+\frac{2a}{3}n^{-1/3}=0
\quad\Rightarrow\quad
n^*=\left(\frac{2a}{3g}\right)^3=\frac{8a^3}{27g^3}.
\tag{4}
$$

The second derivative is $-(2a/9)n^{-4/3}$. At $n^*$, equation (4) allows $(2a/3)n^{*-1/3}$ to be replaced by $g$, so

$$
W''(n^*)=-\frac{g}{3n^*}<0 .
\tag{5}
$$

The stationary point is a maximum. Inserting $n^{*2/3}=4a^2/(9g^2)$ into (3) gives its height:

$$
W^*=-\frac{8a^3}{27g^2}+\frac{4a^3}{9g^2}
=\frac{4a^3}{27g^2}=\frac{gn^*}{2}.
\tag{6}
$$

Since $a^3=36\pi\sigma^3v^2$, the results in the original parameters are

$$
r^*=\frac{2\sigma v}{g},\qquad
n^*=\frac{32\pi\sigma^3v^2}{3g^3},\qquad
W^*=\frac{16\pi\sigma^3v^2}{3g^2}.
\tag{7}
$$

The radius follows from $r^{*3}=3vn^*/(4\pi)=8\sigma^3v^3/g^3$.

## 3. Two proofs

**By direct differentiation.** At fixed $a$, equation (6) gives

$$
\frac{\partial W^*}{\partial g}
=\frac{4a^3}{27}\left(-\frac{2}{g^3}\right)
=-\frac{8a^3}{27g^3}=-n^* ,
$$

where the last step is (4). This proves (1) for the classical sphere.

**By following the maximum.** The barrier is $W^*(g)=W(n^*(g),g)$. It depends on $g$ in two ways: the energy at a given size changes, and the critical size moves. The chain rule separates them:

$$
\frac{dW^*}{dg}
=\left.\frac{\partial W}{\partial g}\right|_{n^*}
+\left.\frac{\partial W}{\partial n}\right|_{n^*}\frac{dn^*}{dg}.
\tag{8}
$$

The first derivative is $-n^*$, because $g$ multiplies $-n$ in (3) and occurs nowhere else. The second term vanishes because $W$ is stationary at $n^*$. The critical size does move, but near a flat top a small shift changes the height in second order.

This proof never uses the power $2/3$. Let the surface cost be any smooth function $\Phi(n)$ that is independent of $g$, with a single maximum of $-gn+\Phi(n)$, at which $\Phi''(n^*)<0$. The condition $\Phi'(n^*)=g$ then fixes a smooth $n^*(g)$, and (8) again gives $-n^*$. Equation (1) therefore also holds for other fixed shapes and for a size-dependent interface energy. The formulas in (7) and the relation $W^*=gn^*/2$ do not carry over to every $\Phi$.

## 4. Finite changes, limits and whole atoms

Integrating (1) between two driving energies gives

$$
W^*(g_1)-W^*(g_2)=\int_{g_1}^{g_2}n^*(g)\,dg .
\tag{9}
$$

For the sphere $n^*\propto g^{-3}$, so $dn^*/dg=-3n^*/g$. A relative change of $g$ changes the critical size by three times as much, to first order. Suppose that $g$ falls by $\delta$. From $W^*\propto g^{-2}$,

$$
W^*(g-\delta)-W^*(g)
=W^*\left[\left(1-\frac{\delta}{g}\right)^{-2}-1\right]
=n^*\delta+\frac{3n^*\delta^2}{2g}+\dots
\tag{10}
$$

Here $(1-x)^{-2}=1+2x+3x^2+\dots$ and $W^*=gn^*/2$ were used. The first term is the linear estimate supplied by (1). It is too small because the critical nucleus grows as the driving energy falls.

As $g\to0$, both $n^*$ and $W^*$ diverge: without a bulk gain, nothing repays the surface cost. As $g$ grows, $n^*$ tends to zero. It falls below a single atom at $g=2a/3$, and a sharp interface with a macroscopic $\sigma$ loses its meaning well before that. The algebra of (1) survives there, but the model behind it does not.

Real nuclei contain whole numbers of atoms. The barrier is then the largest of the values $-gm+am^{2/3}$ with integer $m$. Each is a straight line in $g$ with slope $-m$. While one integer $m$ gives the maximum, the barrier follows its line, and its slope is exactly $-m$. The sizes $m$ and $m+1$ exchange roles where their values are equal, at

$$
g_m=a\left[(m+1)^{2/3}-m^{2/3}\right].
$$

There the barrier has a kink: the slope is $-(m+1)$ just below $g_m$ and $-m$ just above it. The smooth curve of section 2 replaces this chain of short straight segments.

## 5. When the interface energy follows the driving energy

Let $\sigma$ be independent of size but a function of $g$. At fixed $n$, equation (2) now has the derivative $-n+A\,d\sigma/dg$. The term from the moving maximum still vanishes, so

$$
\frac{dW^*}{dg}=-n^*+A^*\frac{d\sigma}{dg}.
\tag{11}
$$

To judge the extra term, define $b=(g/\sigma)\,d\sigma/dg$, the relative change of $\sigma$ per relative change of $g$. Equation (7) gives $\sigma A^*=4\pi\sigma r^{*2}=16\pi\sigma^3v^2/g^2=3W^*$. Hence

$$
A^*\frac{d\sigma}{dg}=\frac{b\,\sigma A^*}{g}
=\frac{3bW^*}{g}=\frac{3b}{2}n^* .
\tag{12}
$$

Even a weak link matters: $b=0.1$ removes 15% of the slope's magnitude. The total slope is $-n^*(1-3b/2)$. It vanishes at $b=2/3$ and is positive beyond that, where a lower driving energy lowers the barrier.

The same issue arises when $g$ is varied through the temperature $T$. If $v$ stays constant, the argument gives

$$
\frac{dW^*}{dT}=-n^*\frac{dg}{dT}+A^*\frac{d\sigma}{dT}.
$$

Dividing a small barrier change by the accompanying change of $g$ then yields $-n^*$ only if the second term is negligible or has been subtracted.

## 6. From the barrier to the nucleation rate

When an amorphous layer on a crystal is annealed, nucleation inside the layer competes with regrowth from the underlying crystal. To compare their responses to $g$, let clusters gain or lose one atom at a time. A cluster of size $i$ gains an atom at rate $u_i$, and one of size $i+1$ loses an atom at rate $d_{i+1}$. Write $W_i$ for $W(i,g)$, with $W_0=0$ for an untransformed site. The rates are taken as

$$
u_i=\nu s_i e^{-(W_{i+1}-W_i)/2kT},\qquad
d_{i+1}=\nu s_i e^{+(W_{i+1}-W_i)/2kT}.
$$

Here $\nu$ is a jump rate held independent of $g$, and $s_i=i^{2/3}$ makes the rates grow with the surface area, with $s_0=1$. These rates satisfy detailed balance, $u_ie^{-W_i/kT}=d_{i+1}e^{-W_{i+1}/kT}$.

In the steady state the same net flux $J$ passes every link: $J=u_iN_i-d_{i+1}N_{i+1}$, where $N_i$ is the population of size $i$. Put $N_i=y_ie^{-W_i/kT}$. Detailed balance gives

$$
J=u_ie^{-W_i/kT}(y_i-y_{i+1}),\qquad
u_ie^{-W_i/kT}=\nu s_i e^{-(W_i+W_{i+1})/2kT}.
$$

Divide the first equation by its prefactor and sum over all links. The differences of $y$ telescope. With $y_0=1$ and removal of clusters at a large final size, where $y=0$,

$$
\frac1J=\frac1\nu\sum_i q_i,\qquad
q_i=\frac{e^{(W_i+W_{i+1})/2kT}}{s_i}.
\tag{13}
$$

Since $\partial(W_i+W_{i+1})/\partial g=-(2i+1)$, differentiation gives

$$
kT\frac{d\ln J}{dg}
=\frac{\sum_i(i+\tfrac12)q_i}{\sum_i q_i}.
\tag{14}
$$

The rate therefore measures a weighted mean size.

For a barrier much higher than $kT$, most of the weight lies near the barrier top, and this mean is close to $n^*$. If the barrier top is also several atoms wide, the sum in (13) can be replaced by an integral over $n$. Set $x=n^{1/3}$, so that $n^{-2/3}dn=3\,dx$ and $W=ax^2-gx^3$. The maximum lies at $x^*=2a/(3g)$, where $d^2W/dx^2=2a-6gx^*=-2a$. The Gaussian approximation gives

$$
\sum_i q_i\simeq3\int e^{W/kT}dx
\simeq3\sqrt{\frac{\pi kT}{a}}\;e^{W^*/kT}.
\tag{15}
$$

The prefactor does not contain $g$. To leading order in $kT/W^*$, therefore, $J\propto e^{-W^*/kT}$ at fixed temperature, and

$$
kT\frac{d\ln J}{dg}\simeq-\frac{\partial W^*}{\partial g}=n^* .
\tag{16}
$$

**The regrowth front.** When a flat front advances by one atom, its area does not change and the energy changes by $-g$. The same jump rule gives forward and backward rates proportional to $e^{g/2kT}$ and $e^{-g/2kT}$. The speed is proportional to their difference, $2\sinh(g/2kT)$, and

$$
kT\frac{d\ln(\text{speed})}{dg}
=\frac12\coth\frac{g}{2kT}.
\tag{17}
$$

This tends to $1/2$ for $g\gg kT$ and to $kT/g$ for $g\ll kT$. The value $1/2$ comes from sharing the energy step equally between the two rates. Putting the whole step into the backward rate gives a speed proportional to $1-e^{-g/kT}$ and lowers (17) by $1/2$; putting it into the forward rate gives $e^{g/kT}-1$ and raises (17) by $1/2$. Both choices also satisfy detailed balance. Nucleation responds with the whole critical cluster, whereas the front responds through single-atom steps.

## 7. Example: implanted silicon near 600 °C

Take $g=0.10$ eV, $\sigma=1.5$ eV/nm² (0.240 J/m²), $v=0.020$ nm³ and $T=873$ K, so $kT=0.07523$ eV. These are rough values for solid-phase crystallization of amorphous silicon. Equation (7) gives

$$
r^*=\frac{2(1.5)(0.020)}{0.10}=0.60\ \text{nm},\qquad
n^*=\frac{4\pi(0.60)^3}{3(0.020)}=45.24 ,
$$

$$
W^*=\frac{(0.10)(45.24)}{2}=2.262\ \text{eV}
=3.62\times10^{-19}\ \text{J}.
$$

A numerical search for the top of $W$, repeated at $g\pm10^{-4}$ eV, gives a barrier slope of $-45.239$ atoms, in agreement with the size found at the top. At $g=0.08$ eV the critical size is 88.36 atoms, and at 0.12 eV it is 26.18. The barrier difference between these two driving energies is $3.5343-1.5708=1.9635$ eV, equal to the numerical integral in (9). Multiplying the central size by the interval would give $45.24\times0.04=1.81$ eV, which is 8% below the true difference.

With whole atoms the critical size is 45 and the slope is $-45$. The barrier top is broad: $\sqrt{kT/|W''|}=10.1$ atoms, so a cluster about ten atoms away from $n^*$ lies roughly $kT/2$ below the top. Nevertheless, the full chain of section 6 gives $kT\,d\ln J/dg=45.22$, close to $n^*$. Here $W^*/kT=30$, as the leading-order argument requires.

Now let $g$ fall by 0.005 eV, with $T$, $\sigma$, $v$ and $\nu$ fixed. Structural relaxation of the amorphous matrix could lower $g$; the amount is an assumption. The new barrier is $2.2619/(0.95)^2=2.5063$ eV, a rise of 0.2444 eV. The linear estimate is $45.24\times0.005=0.2262$ eV, and the second-order term in (10) brings it to 0.2432 eV.

The chain's nucleation rate falls to 0.0389 of its former value, against $e^{-0.2444/0.07523}=0.0388$ from the barrier alone. The front speed falls only to 0.943 of its former value. The logarithmic sensitivities at the starting point are 45.2 for nucleation and 0.86 for the front. Thus a 5% loss of driving energy slows nucleation about 26-fold and regrowth by about 6%. The front figure depends on the jump rule: the two one-sided rules of section 6 give about 2.5% and 9%, while the nucleation sensitivity stays at 45.2. In this model, under the stated fixed conditions, the loss favours regrowth over new grains. The conclusion rests on $\sigma$ and $\nu$ staying fixed, which relaxation of a real film need not respect. If $\sigma\propto g^{b}$, then $W^*\propto g^{3b-2}$: the advantage disappears near $b=2/3$, and for $b=1$ the same loss lowers the barrier by 5% and raises the nucleation rate about fourfold.

## 8. What the model leaves out

**Shape.** A cube of edge $L$ has $A=6L^2=6(vn)^{2/3}$. The form (3) remains, with $a^3=216\sigma^3v^2$ instead of $36\pi\sigma^3v^2$. Both $W^*$ and $n^*$ are therefore multiplied by $6/\pi=1.910$, to 4.32 eV and 86.4 atoms. The numerical slope is $-86.4$: the shape changes the numbers but not the identity.

**Curvature.** A radius of 0.60 nm spans only a few atomic spacings, so a constant $\sigma$ is doubtful. Replace it by $\sigma(1-2\delta/r)$, with an assumed length $\delta=0.05$ nm. The barrier falls to 1.18 eV, about half the original value, and the critical size to 33.9 atoms. The slope is $-33.9$, as section 3 requires. But $gn^*/2$ would now be 1.69 eV, so that relation has failed.

**Interface energy linked to $g$.** For $b=0.1$, the extra term in (11) is $4.524\times1.5=6.79$ atoms, because $A^*=4.524$ nm² and $d\sigma/dg=0.1\times1.5/0.10=1.5$ nm⁻². The slope becomes $-38.45$, although the nucleus still has 45.24 atoms. Reading the slope as a size would give an answer 15% too small.

**Elastic misfit.** Let the nucleus and its cavity differ by 2% in natural volume, and take a rough bulk modulus $K=100$ GPa. One allowed state stretches or compresses the nucleus uniformly to fit a rigid cavity, at an energy $K(0.02)^2/2$ per volume. The relaxed state cannot cost more, so the misfit energy is at most 0.0025 eV per atom in linear elasticity. Subtracting it from $g$ gives upper bounds of 2.38 eV and 48.8 atoms for the sphere. If the misfit energy does not depend on $g$, identity (1) is unchanged.

**The real film.** The parameters are rough, and the barrier is not a prediction for a particular film. Since $W^*\propto\sigma^3$, a 10% increase in $\sigma$ raises it by 33%. An implanted layer also has surfaces, buried interfaces and residual damage, where nuclei may form more easily than in the uniform interior assumed here. Consider a flat wall with equal interface energies towards crystal and amorphous solid. Covering the wall then costs nothing, and a hemisphere has half the volume and half the costly area of a sphere with the same radius. The critical radius is unchanged, while the barrier and size are halved to 1.13 eV and 22.6 atoms. Equation (1) still holds, but now for the nucleus at the wall.

The rate calculation also assumes a steady state. Before the cluster populations settle there is an incubation time. Equation (16) describes the steady rate reached afterwards, while the number of grains formed also depends on this delay.

## Calculated quantities

```
driving energy g = 0.100 eV per atom
interface energy = 1.50 eV/nm^2
interface energy = 0.240 J/m^2
atomic volume = 0.020 nm^3
temperature = 873 K, kT = 0.07523 eV
g (eV), r* (nm), n* (atoms), W* (eV), dW*/dg (atoms):
  0.08  0.7500  88.357  3.5343  -88.358
  0.10  0.6000  45.239  2.2619  -45.239
  0.12  0.5000  26.180  1.5708  -26.180
critical area = 4.524 nm^2
main barrier = 2.2619 eV = 3.624e-19 J
W*/kT = 30.07
dn*/dg = -1357 atoms per eV
integral of n*, g 0.08 to 0.12 eV = 1.9635 eV
barrier difference, same range = 1.9635 eV
curvature at top = -7.368e-04 eV per atom^2
thermal width sqrt(kT/|W''|) = 10.1 atoms
whole-atom critical size = 45 atoms
whole-atom barrier slope = -45.000 atoms
chain: kT dlnJ/dg = 45.217 atoms
front: kT dln(speed)/dg = 0.860 atoms
loss of driving energy = 0.005 eV
barrier after loss = 2.5063 eV
barrier rise, exact = 0.2444 eV
barrier rise, linear = 0.2262 eV
barrier rise, second order = 0.2432 eV
nucleation rate ratio, chain = 0.0389
exp(-barrier rise/kT) = 0.0388
regrowth speed ratio = 0.9434
cube: W* = 4.320 eV, n* = 86.40 atoms
cube: dW*/dg = -86.40 atoms
cube/sphere barrier ratio = 1.910
curvature length = 0.05 nm
curved: W* = 1.181 eV, n* = 33.89 atoms
curved: dW*/dg = -33.89 atoms
sigma linked to g: dln(sigma)/dln(g) = 0.10
linked: extra term = 6.79 atoms
linked: dW*/dg = -38.45 atoms
bulk modulus = 100 GPa, misfit = 0.02
misfit energy bound = 0.00250 eV per atom
strained: W* = 2.379 eV, n* = 48.80 atoms
strained: dW*/dg = -48.80 atoms
```
